# Mean vibrational excitation of an Si-H bond by a short-lived electron resonance

An electron passing an Si-H bond near a silicon/oxide interface can be captured for a short time in a resonance localized on the bond. While the electron is there, the hydrogen feels a different potential and begins to move. When the electron leaves, the original potential returns, but the hydrogen is no longer at rest at its minimum. How much vibrational energy remains after one such event?

The answer depends on the change of equilibrium position and on the distribution of dwell times. Here it is found for one harmonic stretching mode. Bond breaking needs a further step: a mean excitation is not a dissociation probability.

## Assumptions and theorem

Let \(x\) be the stretch coordinate, \(m\) its reduced mass and \(\omega\) its angular frequency. The neutral bond has

\[
H_0=\frac{p^2}{2m}+\frac12m\omega^2x^2 .
\]

Capture moves the equilibrium to \(x=d\), leaving \(\omega\) unchanged. Capture and release are sudden on the vibrational time scale, and vibrational damping during the dwell is neglected. The dwell time \(t\) has probability density \(e^{-t/\tau}/\tau\). Define the Huang-Rhys factor by

\[
S=\frac{m\omega d^2}{2\hbar}.
\]

**Theorem.** If the oscillator starts in its ground state, the mean number of quanta left after one capture event is

\[
\bar n=\frac{2S(\omega\tau)^2}{1+(\omega\tau)^2}. \tag{1}
\]

The proof first treats a fixed dwell time and then averages.

## Motion during one dwell

**Lemma 1.** After a dwell \(t\), the initial ground state has become a coherent state of the neutral oscillator, with

\[
\alpha(t)=\sqrt S\,(1-e^{-i\omega t}),\qquad
|\alpha(t)|^2=2S(1-\cos\omega t). \tag{2}
\]

**Proof.** Expanding the displaced potential gives

\[
\frac12m\omega^2(x-d)^2=\frac12m\omega^2x^2-Fx+\frac12m\omega^2d^2,
\qquad F=m\omega^2d .
\]

Thus \(F\) is the force at the old equilibrium just after capture. The last term is the relaxation energy, \(m\omega^2d^2/2=S\hbar\omega\).

Write \(x=\sqrt{\hbar/(2m\omega)}\,(a+a^\dagger)\), with \([a,a^\dagger]=1\). Then

\[
Fx=m\omega^2d\sqrt{\frac{\hbar}{2m\omega}}\,(a+a^\dagger)
=\hbar\omega\sqrt S\,(a+a^\dagger),
\]

where \(d>0\) has been chosen. Apart from a constant, the Hamiltonian during the dwell is

\[
H_1=\hbar\omega\left[a^\dagger a-\sqrt S\,(a+a^\dagger)\right].
\]

Since \([a^\dagger a,a]=-a\) and \([a^\dagger,a]=-1\), the Heisenberg equation is

\[
\frac{da}{dt}=\frac{i}{\hbar}[H_1,a]
=-i\omega a+i\omega\sqrt S
=-i\omega(a-\sqrt S).
\]

The difference \(a-\sqrt S\) therefore acquires the factor \(e^{-i\omega t}\):

\[
a(t)=\sqrt S+(a-\sqrt S)e^{-i\omega t}
=a\,e^{-i\omega t}+\alpha(t). \tag{3}
\]

Let \(U=e^{-iH_1t/\hbar}\), so that \(a(t)=U^\dagger aU\). Because \(a|0\rangle=0\),

\[
aU|0\rangle=U\,a(t)|0\rangle=\alpha(t)\,U|0\rangle .
\]

The final state is an eigenstate of \(a\), which defines a coherent state. Finally,

\[
|\alpha|^2=S(1-e^{-i\omega t})(1-e^{i\omega t})
=S(2-2\cos\omega t). \qquad\square
\]

If \(c_n\) are the number-state amplitudes, the eigenvalue equation gives \(\sqrt{n+1}\,c_{n+1}=\alpha c_n\). Hence \(c_n=c_0\alpha^n/\sqrt{n!}\), and normalization gives \(|c_0|^2=e^{-|\alpha|^2}\). At fixed dwell time the occupation is Poissonian with mean \(|\alpha|^2\). That mean vanishes after a full period and reaches its maximum, \(4S\), after half a period.

## Average over dwell times

**Proof of the theorem.** The required average follows from

\[
\int_0^\infty\frac{dt}{\tau}\,e^{-t/\tau}e^{i\omega t}
=\frac1{1-i\omega\tau}
=\frac{1+i\omega\tau}{1+(\omega\tau)^2}.
\]

Its real part is \(\langle\cos\omega t\rangle=1/[1+(\omega\tau)^2]\). Averaging (2) gives

\[
\bar n=2S\left[1-\frac1{1+(\omega\tau)^2}\right]
=\frac{2S(\omega\tau)^2}{1+(\omega\tau)^2}. \qquad\square
\]

As a test, the displaced Hamiltonian was diagonalized in a number basis and the dwell integral done numerically, for \(S=0.3\) and \(1.4\) with \(\omega\tau=0.2,1\) and \(5\). All six means agreed with (1) within \(10^{-8}\) quanta.

**Corollary (excited or thermal start).** For an initial number state \(|k\rangle\), equation (3) gives

\[
\langle a^\dagger(t)a(t)\rangle
=\langle k|(a^\dagger e^{i\omega t}+\alpha^*)(ae^{-i\omega t}+\alpha)|k\rangle
=k+|\alpha|^2 ,
\]

because the terms linear in \(a\) or \(a^\dagger\) have zero expectation value. The mean gain is again (1). A thermal state is a mixture of number states, so its mean gain is the same. This need not hold for a superposition, whose linear terms can survive.

**Proposition 1 (fluctuations).** Put \(X=(\omega\tau)^2\). From the ground state,

\[
\langle n(n-1)\rangle=\frac{24S^2X^2}{(1+X)(1+4X)} . \tag{4}
\]

**Proof.** In a coherent state, \(\langle n(n-1)\rangle=\langle a^{\dagger2}a^2\rangle=|\alpha|^4\). Also

\[
(1-\cos\omega t)^2=\frac32-2\cos\omega t+\frac12\cos2\omega t .
\]

The exponential average of \(\cos2\omega t\) is \(1/(1+4X)\), so

\[
\begin{aligned}
\langle(1-\cos\omega t)^2\rangle
&=\frac32-\frac2{1+X}+\frac1{2(1+4X)}\\
&=\frac{3(1+5X+4X^2)-4(1+4X)+(1+X)}{2(1+X)(1+4X)}\\
&=\frac{6X^2}{(1+X)(1+4X)} .
\end{aligned}
\]

Multiplication by \(4S^2\) gives (4). \(\square\)

The variance is \(\langle n(n-1)\rangle+\bar n-\bar n^2\). Substitution gives

\[
\operatorname{Var}(n)=\bar n+
\frac{4S^2X^2(5+2X)}{(1+X)^2(1+4X)} .
\]

The second term is positive for \(S,X>0\), so the variance exceeds the Poisson value \(\bar n\). Physically, unequal dwell times mix weak and strong excitations.

## Short and long dwells

For \(\omega\tau\ll1\), equation (1) becomes

\[
\bar n\simeq2S(\omega\tau)^2
=\frac{m\omega^3d^2\tau^2}{\hbar}
=\frac{F^2\tau^2}{m\hbar\omega}. \tag{5}
\]

This is an impulse result. A force acting for time \(t\) gives momentum \(Ft\) and energy \(F^2t^2/(2m)\), and the exponential distribution has \(\langle t^2\rangle=2\tau^2\). A fixed dwell equal to \(\tau\) would give half of (5) in this limit.

For \(\omega\tau\gg1\), the mean tends to \(2S\). The oscillation phase at release is then spread evenly over a cycle, and the average of \(1-\cos\omega t\) is one. In a real bond, damping must still be negligible during these longer dwells.

The impulse limit also extends to a charged-state potential of another shape.

**Proposition 2.** Let the dwell Hamiltonian be \(H_0+W(x)\), where \(H_0\) may now contain any neutral potential, and start in an eigenstate of \(H_0\). If the second time derivative of \(\langle H_0\rangle\) is continuous and bounded, the mean energy gain at short \(\tau\) is, to leading order,

\[
\overline{\Delta E}\simeq\frac{\tau^2}{m}\langle(W')^2\rangle . \tag{6}
\]

**Proof.** At \(t=0\), the first derivative of \(\langle H_0\rangle\) is \((i/\hbar)\langle[W,H_0]\rangle=0\), since the state is an eigenstate of \(H_0\). The second derivative is

\[
-\frac1{\hbar^2}\langle[H_0+W,[W,H_0]]\rangle
=-\frac1{\hbar^2}\langle[W,[W,H_0]]\rangle .
\]

The part containing the outer \(H_0\) vanishes for the same reason. From \([W,p^2]=i\hbar(W'p+pW')\) and \([W,p]=i\hbar W'\),

\[
[W,[W,H_0]]=\frac{i\hbar}{2m}(2i\hbar W'^2)
=-\frac{\hbar^2}{m}W'^2 .
\]

The gain at fixed time is thus \(t^2\langle W'^2\rangle/(2m)\) to leading order. Averaging with \(\langle t^2\rangle=2\tau^2\) gives (6). \(\square\)

In this regime the mean-square change of force controls the energy gain. A displacement \(d\) alone does not determine it when the charged state has another curvature.

## When is a classical dwell time justified?

A quantum resonance adds amplitudes for different dwell times, whereas the theorem adds probabilities. The two agree under a condition on the incident spectrum.

**Proposition 3.** Suppose the resonance has constant full width \(\Gamma=\hbar/\tau\), the incident spectrum is flat over all energies, and all final channels are open with constant coupling. Then the final vibrational probabilities of resonant scattering equal the exponential dwell-time average.

**Proof.** Measure energy from the initial vibrational level. Let \(H_r\) be \(H_1\) plus the vertical electronic energy \(\varepsilon_v\). Apart from constant couplings, the amplitude for final level \(n\) is

\[
A_n(\varepsilon)=\left\langle n\left|
\frac1{\varepsilon-H_r+i\Gamma/2}\right|0\right\rangle .
\]

The decaying exponential permits the time representation

\[
A_n(\varepsilon)=\frac1{i\hbar}\int_0^\infty dt\,
e^{i\varepsilon t/\hbar}e^{-\Gamma t/(2\hbar)}
\langle n|e^{-iH_rt/\hbar}|0\rangle .
\]

Parseval's theorem, with \(\int d\varepsilon\,e^{i\varepsilon(t-t')/\hbar}=2\pi\hbar\,\delta(t-t')\), gives

\[
\frac{\Gamma}{2\pi}\int_{-\infty}^{\infty}|A_n|^2d\varepsilon
=\int_0^\infty\frac{dt}{\tau}\,e^{-t/\tau}
\left|\langle n|e^{-iH_rt/\hbar}|0\rangle\right|^2 .
\]

The right side is the population used in the theorem. \(\square\)

The energy integral removes interference between different dwell times. At one sharp energy that interference remains, and (1) need not hold. Interference with direct, non-resonant scattering is also outside this model.

## Numbers for an Si-H stretch

Take \(\hbar\omega=0.25\) eV, a rough value for an Si-H stretch, with \(d=0.020\) nm and \(\tau=1.0\) fs as chosen model parameters. The reduced mass is \(0.9728\) u and \(\omega=3.798\times10^{14}\ \mathrm{s^{-1}}\). Therefore

\[
S=\frac{(0.9728)(1.6605\times10^{-27}\,\mathrm{kg})
(3.798\times10^{14}\,\mathrm{s^{-1}})(2.0\times10^{-11}\,\mathrm m)^2}
{2(1.0546\times10^{-34}\,\mathrm{J\,s})}=1.164 .
\]

With \(\omega\tau=0.3798\),

\[
\bar n=\frac{2(1.164)(0.3798)^2}{1+(0.3798)^2}=0.293 .
\]

The mean energy left is \(0.293\times0.25\ \mathrm{eV}=73\) meV, or \(1.2\times10^{-20}\) J. The impulse formula gives 0.336 quanta, about 14% above the full harmonic result. A fixed dwell of 1.0 fs gives 0.166.

The ground level keeps 81.5% of the population; levels 1 and 2 receive 12.2% and 3.8%. The variance is 0.582, about twice the Poisson value. With \(S\) and \(\omega\) held fixed, raising \(\tau\) to 5 fs gives 1.82 quanta, and 10 fs gives 2.18, close to the limit \(2S=2.33\).

**Anharmonicity.** Replace both wells by Morse potentials of rough depth \(D=3.0\) eV, with the same harmonic frequency and the charged well rigidly displaced by \(0.020\) nm. The mean energy becomes 134 meV if the equilibrium bond lengthens and 44 meV if it shortens, against 73 meV in the harmonic model.

The initial force explains this ordering. For a Morse range parameter \(b\), matching the curvature gives \(2Db^2=m\omega^2\), so \(bd=\sqrt{S\hbar\omega/D}=\sqrt{0.291/3.0}=0.311\). Differentiating \(D(1-e^{-b(x\mp d)})^2\) at \(x=0\) gives force magnitudes, relative to \(F\), of

\[
\frac{e^{bd}(e^{bd}-1)}{bd}=1.60,\qquad
\frac{e^{-bd}(1-e^{-bd})}{bd}=0.63,
\]

for lengthening and shortening. Their squares, 2.6 and 0.40, overstate the changes in energy: the computed energies are 1.8 and 0.60 times the harmonic value. Averaging the squared force over the initial state, as (6) requires, gives 2.9 and 0.47. These are the energy ratios for very short dwells; at \(\tau=1.0\) fs the motion during the dwell brings them closer to one. The initial force therefore gives the ordering here, but not the size of the change.

The weight above dissociation is \(2.7\times10^{-4}\) for lengthening and \(1.6\times10^{-4}\) for shortening. The harmonic weight above the same energy is \(5.5\times10^{-6}\). The harmonic model therefore misses the rare, highly excited part by a factor of about 30 to 50 here, even though its mean is wrong by less than a factor of two. These are weights per capture under the flat-spectrum condition, not device failure rates. They also refer to the stretch coordinate alone; a real bond can break along other paths, for example ones involving bending, which this one-mode model does not contain.

**A softer charged state.** Let the charged-state frequency be \(0.80\,\omega\). At fixed \(d\), the initial force is multiplied by \(0.80^2=0.64\) and the mean falls to 0.147 quanta. If the initial force is held fixed instead, the mean is 0.349. The first change is a halving and the second a rise of 19%, both relative to (1). The initial force matters more than the displacement alone, but (6) would give a rise of only 3% in the second case. Most of the 19% comes from the finite dwell, during which the softer well opposes the motion less.

**Electron energy.** Place the vertical resonance 4.0 eV above the band edge; its width is \(\Gamma=0.658\) eV. At sharp energies of 3.34, 4.00 and 4.66 eV, the means are 0.115, 0.454 and 0.401 quanta. Each is normalized to the resonant scattering at that energy.

A flat spectrum cut off at 0 and 8 eV, with closed channels removed, gives 0.310, slightly above 0.293. The reason is visible far from resonance. With \(\Delta=\varepsilon-\varepsilon_v\), expansion of the resolvent gives \(A_0\simeq1/\Delta\) and \(A_1\simeq-\hbar\omega\sqrt S/\Delta^2\), hence a mean of about \(S(\hbar\omega/\Delta)^2\). At \(|\Delta|=4\) eV this is only 0.005. The cutoffs discard weakly exciting tails and so raise the average; closing high-\(n\) channels changes the mean by less than \(10^{-4}\) quanta here.

**Relation to a device.** The vibrational quantum is typical of an Si-H stretch, while the shift, lifetime and resonance energy depend on the site and are assumptions here. A potential drop near 1 V does not by itself supply an electron with 4 eV, so the example concerns an energetic tail or a higher-voltage condition. Hot-carrier spectra also fall with energy, which breaks the flat-spectrum assumption. Weighting incident energies between 0 and 8 eV by \(e^{-\varepsilon/(1.0\ \mathrm{eV})}\) lowers the mean to 0.177 quanta, about 40% below (1). This estimate keeps \(\Gamma\) constant down to the band edge, which a real resonance need not do. The result is sensitive to that assumption. Suppose instead that the width of each channel grows as a power of the electron energy in that channel, with the same value at 4 eV and with any level shift neglected. The mean is then 0.255 quanta for a square-root law and 0.321 for a power of 3/2, so a slowly falling spectrum need not bring the mean below (1). The slope matters still more. An energy scale of 1.0 eV corresponds to an electron temperature near 11,600 K and is a shallow slope. With 0.5 eV the constant, square-root and 3/2 laws give 0.025, 0.090 and 0.228 quanta, and with 0.3 eV they give 0.003, 0.008 and 0.052. The average is then dominated by electrons far below the resonance, which excite the bond weakly.

Temperature and damping matter much less for this single event. At 400 K the initial thermal occupation is \(7\times10^{-4}\), and the harmonic mean gain is independent of it. For a rough vibrational lifetime of 1 ns, the dwell occupies \(10^{-6}\) of that lifetime. Damping can still matter between successive captures, where it competes with the accumulation of quanta.

For these parameters, formula (1) gives the scale of the mean energy transfer when the electron spectrum is broad across the resonance; for a steeply falling spectrum it can overestimate the mean by one or two orders of magnitude. A bond-breaking rate also requires the capture rate, the electron spectrum, the anharmonic potentials and the relaxation between events. The remaining computed values are in the numerical output below.

## Computed results

```
Input vibrational quantum: 0.250 eV
Input equilibrium shift: 0.020 nm
Input mean dwell time: 1.00 fs
Reduced mass: 0.9728 u
Angular frequency: 3.7982e+14 s^-1
Vibrational period: 16.54 fs
Huang-Rhys factor S: 1.1636 (dimensionless)
Relaxation energy S*hbar*omega: 0.2909 eV
Initial force: 29.09 eV/nm
omega*tau: 0.3798 (dimensionless)
Resonance full width: 0.6582 eV
Mean excitation, formula: 0.29340 quanta
Mean excitation, time quadrature: 0.29340 quanta
Mean energy transfer: 73.35 meV
Mean energy transfer: 1.175e-20 J
Variance of excitation: 0.58207 quanta^2
Short-dwell force law: 0.33572 quanta
Mean at one fixed dwell tau: 0.16585 quanta
Long-dwell mean 2S: 2.3272 quanta
Largest fixed-time mean 4S: 4.6544 quanta
Population of level 0: 0.81496 (probability)
Population of level 1: 0.12185 (probability)
Population of level 2: 0.03756 (probability)
Population of level 3: 0.01455 (probability)
Mean excitation for tau=0.5 fs: 0.0810 quanta
Mean excitation for tau=2.0 fs: 0.8515 quanta
Mean excitation for tau=5.0 fs: 1.8220 quanta
Mean excitation for tau=10.0 fs: 2.1763 quanta
Input rough Morse well depth: 3.0 eV
Morse mean energy, lengthening: 0.13409 eV
Morse mean energy, shortening: 0.04416 eV
Harmonic weight above well depth: 5.5e-06 (probability)
Morse breaking, lengthening: 2.7e-04 (probability)
Morse breaking, shortening: 1.6e-04 (probability)
Input charged/neutral frequency ratio: 0.80
Softened mode, fixed shift: 0.14704 quanta
Softened mode, fixed initial force: 0.34915 quanta
Input vertical resonance above band edge: 4.0 eV
Sharp incident energy 3.342 eV: mean 0.11475 quanta
Sharp incident energy 4.000 eV: mean 0.45369 quanta
Sharp incident energy 4.658 eV: mean 0.40122 quanta
Flat spectrum 0 to 8.0 eV, open channels: 0.30956 quanta
Input falling-spectrum energy scale: 1.0 eV
Falling spectrum, open channels: 0.17719 quanta
Input temperature: 400 K
Thermal occupation: 7.09e-04 quanta
Input rough vibrational lifetime: 1.0 ns
Dwell time / vibrational lifetime: 1.0e-06
```
